\section*{Average gate fidelity from entanglement fidelity, and the idling qubit}

\section{One trace instead of an average over inputs}

Someone who has simulated a noisy gate must decide how to turn the resulting map into an error figure. One choice is to propagate many input states and average their fidelities. Another is to take a single trace of the map, which gives the entanglement fidelity. The two numbers differ: for the idling qubit treated below, the errors are 0.0058 and 0.0087. Taking one for the other misstates the error of this qubit by a factor of $3/2$. The relation proved here converts one into the other, so either may be calculated.

\subsection{Definitions}

Let the intended operation on a $d$-dimensional space be the unitary $U$, and let the device perform the completely positive linear map $\mathcal E$. Undoing the intended gate leaves the error map
\begin{equation}
\Lambda(\rho)=U^\dagger\mathcal E(\rho)U .
\label{eq:error}
\end{equation}
A perfect gate has $\Lambda(\rho)=\rho$. For a pure input $|\psi\rangle$, the probability that the output passes a test for the intended state $U|\psi\rangle$ is
$\langle\psi|U^\dagger\mathcal E(|\psi\rangle\langle\psi|)U|\psi\rangle$. Its average over inputs is the average gate fidelity,
\begin{equation}
F=\int d\psi\,\langle\psi|\Lambda(|\psi\rangle\langle\psi|)|\psi\rangle .
\label{eq:F}
\end{equation}
Fidelities are probabilities here, not their square roots.

The average needs a measure. The Haar measure $dV$ on the unitary group has total weight one and is unchanged when $V$ is replaced by $VW$ or $WV$ with a fixed unitary $W$. A random state is $V|\psi_0\rangle$. The choice of $|\psi_0\rangle$ is immaterial: another choice is $W|\psi_0\rangle$, and $W$ is absorbed into $V$.

For the entanglement fidelity, the system is one half of the pair $|\Phi\rangle=d^{-1/2}\sum_i|i\rangle|i\rangle$, and the other half is left alone:
\begin{equation}
F_e=\langle\Phi|(\Lambda\otimes\mathrm{id})(|\Phi\rangle\langle\Phi|)|\Phi\rangle .
\label{eq:Fe}
\end{equation}
Since $|\Phi\rangle\langle\Phi|=d^{-1}\sum_{ij}|i\rangle\langle j|\otimes|i\rangle\langle j|$, the outer vectors select the same $i$ and $j$ in both factors and supply another $1/d$. Hence
\begin{equation}
F_e=\frac1{d^2}\sum_{ij}\langle i|\Lambda(|i\rangle\langle j|)|j\rangle .
\label{eq:trace}
\end{equation}
The operators $|i\rangle\langle j|$ form a basis of the $d^2$-dimensional space of operators, and $\langle i|X|j\rangle$ is the component of $X$ along $|i\rangle\langle j|$. The sum in \eqref{eq:trace} is therefore the trace of $\Lambda$, regarded as a matrix acting on operators. If $\Lambda(\rho)=\sum_kA_k\rho A_k^\dagger$, each term factorizes and $F_e=\sum_k|\mathrm{Tr}A_k|^2/d^2$.

Population may also leave the space. The mean survival probability is
\begin{equation}
s=\frac1d\,\mathrm{Tr}\,\Lambda(I),
\label{eq:s}
\end{equation}
which equals one for a trace-preserving map. The result to be proved is
\begin{equation}
F=\frac{dF_e+s}{d+1},
\qquad
F=\frac{dF_e+1}{d+1}\quad(s=1).
\label{eq:theorem}
\end{equation}

\section{Proof by Haar twirling}

\subsection{What the twirl preserves}

Rotate the input by a random unitary, apply the error map, and rotate back:
\begin{equation}
\Lambda_T(\rho)=\int dV\,V^\dagger\Lambda(V\rho V^\dagger)V .
\label{eq:twirl}
\end{equation}
This average removes the directional structure of the error but leaves $F$, $F_e$ and $s$ unchanged.

For any fixed $|\psi\rangle$,
\begin{equation}
\langle\psi|\Lambda_T(|\psi\rangle\langle\psi|)|\psi\rangle
=\int dV\,\langle V\psi|\Lambda(|V\psi\rangle\langle V\psi|)|V\psi\rangle=F,
\label{eq:keepF}
\end{equation}
because $V|\psi\rangle$ is a Haar-random state. The twirled map thus has the same fidelity for every pure input, and that fidelity is the original average.

For each $V$, the integrand of \eqref{eq:twirl} is $\Lambda$ preceded by the linear operation $\rho\mapsto V\rho V^\dagger$ and followed by its inverse. This is a similarity transformation on the space of operators, so the trace in \eqref{eq:trace} does not change, and neither does $F_e$. Finally, $VIV^\dagger=I$ and the outer rotation preserves the trace, so $\mathrm{Tr}\,\Lambda_T(I)=\mathrm{Tr}\,\Lambda(I)$ and $s$ is unchanged.

\subsection{The form of the twirled map}

Let $W$ be a fixed unitary and substitute $V'=VW$, so that $V^\dagger=WV'^\dagger$. Invariance of the measure gives
\begin{align}
\Lambda_T(W\rho W^\dagger)
&=\int dV\,V^\dagger\Lambda(VW\rho W^\dagger V^\dagger)V\nonumber\\
&=W\left[\int dV'\,V'^\dagger\Lambda(V'\rho V'^\dagger)V'\right]W^\dagger
=W\Lambda_T(\rho)W^\dagger .
\label{eq:cov}
\end{align}

Now take $P=|\psi\rangle\langle\psi|$, set $M=\Lambda_T(P)$, and choose an orthonormal basis whose first vector is $|\psi\rangle$. If $WPW^\dagger=P$, then \eqref{eq:cov} says $WMW^\dagger=M$. Two kinds of $W$ suffice.
\begin{itemize}
\item For $W=\mathrm{diag}(e^{i\theta_1},\ldots,e^{i\theta_d})$, the condition reads $M_{jk}e^{i(\theta_j-\theta_k)}=M_{jk}$ for all phases. Every off-diagonal element therefore vanishes.
\item A $W$ that exchanges two basis vectors other than the first exchanges their diagonal elements. These elements are therefore equal.
\end{itemize}
It follows that
\begin{equation}
\Lambda_T(P)=aP+b(I-P)=(a-b)P+bI .
\label{eq:ab}
\end{equation}
The numbers $a$ and $b$ do not depend on $\psi$: any other pure state is $W|\psi\rangle$, and \eqref{eq:cov} carries \eqref{eq:ab} over with the same coefficients.

To extend \eqref{eq:ab} to all operators, note that projectors span them. For $i\ne j$, with $|+\rangle=(|i\rangle+|j\rangle)/\sqrt2$ and $|y\rangle=(|i\rangle+\mathrm i|j\rangle)/\sqrt2$, expansion of the projectors gives
\begin{equation}
|i\rangle\langle j|=|+\rangle\langle+|+\mathrm i|y\rangle\langle y|
-\frac{1+\mathrm i}{2}\bigl(|i\rangle\langle i|+|j\rangle\langle j|\bigr).
\end{equation}
Both sides of \eqref{eq:ab} can be made linear by writing $bI=b\,\mathrm{Tr}(P)I$. Therefore, for every operator $X$,
\begin{equation}
\Lambda_T(X)=(a-b)X+b\,\mathrm{Tr}(X)\,I .
\label{eq:depol}
\end{equation}

\subsection{Eliminating the two coefficients}

Equations \eqref{eq:keepF} and \eqref{eq:ab} give $F=a$. Inserting $X=I$ in \eqref{eq:depol} and using \eqref{eq:s},
\begin{equation}
s=\frac1d\left[(a-b)d+bd^2\right]=a+(d-1)b .
\label{eq:sab}
\end{equation}
For the entanglement fidelity, insert \eqref{eq:depol} in \eqref{eq:trace}. The first term contributes $(a-b)$ for each of the $d^2$ pairs. The second contributes $b\,\delta_{ij}$ and sums to $bd$. Thus
\begin{equation}
F_e=a-b+\frac bd .
\label{eq:Feab}
\end{equation}
Multiply \eqref{eq:Feab} by $d$ and add \eqref{eq:sab}:
\begin{equation}
dF_e+s=(da-db+b)+(a+db-b)=(d+1)a=(d+1)F ,
\end{equation}
which is \eqref{eq:theorem}.

When $s=1$, define $q=a-b$. Equation \eqref{eq:sab} becomes $q+db=1$, so $b=(1-q)/d$ and the twirled map is depolarizing:
\begin{equation}
\Lambda_T(\rho)=q\rho+(1-q)\frac Id\quad(\mathrm{Tr}\rho=1),
\qquad q=\frac{d^2F_e-1}{d^2-1}.
\label{eq:q}
\end{equation}
The second relation follows from $F_e=q+(1-q)/d^2$.

\subsection{Reading the formula}

For a trace-preserving map, subtracting \eqref{eq:theorem} from one gives
\begin{equation}
1-F=\frac{d}{d+1}(1-F_e).
\label{eq:infid}
\end{equation}
The average error is the smaller of the two. An error operator can turn the entangled pair into an orthogonal state and still leave some single-system inputs partly or wholly unchanged.

A purely unitary error shows this. For a qubit rotated by an unwanted angle $\theta$, the eigenvalues of the rotation are $e^{\pm i\theta/2}$, its trace is $2\cos(\theta/2)$, and
\begin{equation}
F_e=\cos^2\frac\theta2,\qquad
F=\frac{2\cos^2(\theta/2)+1}{3}=\frac{2+\cos\theta}{3}.
\label{eq:rotation}
\end{equation}
At $\theta=\pi$ the entanglement fidelity is zero but $F=1/3$, because an input whose Bloch vector makes an angle $\alpha$ with the rotation axis keeps the fidelity $\cos^2\alpha$, which averages to $1/3$ over the sphere.

At the other extreme, suppose that every input is replaced by one fixed state $\sigma$. Then $\Lambda(|i\rangle\langle j|)=\delta_{ij}\sigma$, and \eqref{eq:trace} gives $F_e=1/d^2$. Equation \eqref{eq:theorem} yields $F=(1/d+1)/(d+1)=1/d$, the mean overlap of a random state with $\sigma$.

The relation was also tested on gates that have no special symmetry. Each was a mixture of the intended gate with a coherent phase error (weight 0.7) and a random channel (weight 0.3). For $d=3$ the entanglement fidelity was 0.713460, so \eqref{eq:theorem} predicts $(3\times0.713460+1)/4=0.785095$. Direct integration over input states gave the same six digits, and the cases $d=2$ and $d=4$ agreed equally well.

\section{The idling qubit}

\subsection{Solving the master equation}

An idling qubit should do nothing in the frame rotating at its own frequency, so $U=I$. Let $|0\rangle$ be the ground state. The bath causes downward jumps at rate $\Gamma_\downarrow$, upward jumps at rate $\Gamma_\uparrow$, and pure dephasing at rate $\gamma_\varphi$. With $\mathcal D[J]\rho=J\rho J^\dagger-\tfrac12(J^\dagger J\rho+\rho J^\dagger J)$, the Markovian master equation is
\begin{equation}
\dot\rho=\Gamma_\downarrow\mathcal D[|0\rangle\langle1|]\rho
+\Gamma_\uparrow\mathcal D[|1\rangle\langle0|]\rho
+2\gamma_\varphi\mathcal D[|1\rangle\langle1|]\rho .
\label{eq:master}
\end{equation}
None of the terms $J\rho J^\dagger$ has a $01$ element. In each case $J^\dagger J$ projects on one level, so the remaining part multiplies $\rho_{01}$ by $-\tfrac12$. The dephasing term leaves populations alone, because its two contributions to $\dot\rho_{11}$ cancel. Hence
\begin{align}
\dot\rho_{11}&=\Gamma_\uparrow\rho_{00}-\Gamma_\downarrow\rho_{11},&
\frac1{T_1}&=\Gamma_\downarrow+\Gamma_\uparrow,\\
\dot\rho_{01}&=-\frac{\rho_{01}}{T_2},&
\frac1{T_2}&=\frac1{2T_1}+\gamma_\varphi .
\label{eq:T2}
\end{align}
Here $T_1$ is the total relaxation time, which includes upward jumps.

Write $e_1=e^{-t/T_1}$, $e_2=e^{-t/T_2}$ and $p=\Gamma_\uparrow T_1$. With $\rho_{00}=1-\rho_{11}$, the population equation becomes $\dot\rho_{11}=-(\rho_{11}-p)/T_1$. Its solution is $\rho_{11}(t)=p+[\rho_{11}(0)-p]e_1$, so $p$ is the equilibrium excited population. The probabilities of remaining in each level are
\begin{equation}
P_{00}=1-p(1-e_1),\qquad P_{11}=p+(1-p)e_1 .
\label{eq:P}
\end{equation}
Their sum is $1+e_1$: the equilibrium population cancels.

In \eqref{eq:trace} with $d=2$, the terms $i=j$ give $P_{00}+P_{11}$ and the two terms $i\neq j$ give $e_2$ each. Therefore
\begin{equation}
F_e=\frac{1+e_1+2e_2}{4},
\label{eq:idleFe}
\end{equation}
and $F=(2F_e+1)/3$ becomes
\begin{equation}
F(t)=\frac12+\frac13e^{-t/T_2}+\frac16e^{-t/T_1}.
\label{eq:idle}
\end{equation}
At fixed $T_1$ and $T_2$ this holds for any bath temperature. If a change of temperature alters those times, $F$ changes through them.

\subsection{The same result on the Bloch sphere}

The weights $1/3$ and $1/6$ have a geometric origin. Let $\mathbf n$ be the Bloch vector of a pure input, with $|0\rangle$ at $n_z=1$. The solution above maps it to $D\mathbf n+\mathbf v$, where $D=\mathrm{diag}(e_2,e_2,e_1)$ and $\mathbf v=(0,0,(1-2p)(1-e_1))$. The overlap with the input is
\begin{equation}
F(\mathbf n)=\frac12\left[1+\mathbf n\cdot(D\mathbf n+\mathbf v)\right].
\label{eq:bloch}
\end{equation}
Over the sphere, $\mathbf n$ averages to zero and $n_in_j$ to $\delta_{ij}/3$. Thus $F=\tfrac12+\tfrac16\mathrm{Tr}D$, which is \eqref{eq:idle}. Two transverse axes decay with $T_2$ and one longitudinal axis with $T_1$. Temperature enters through the shift $\mathbf v$, which helps one pole as much as it harms the other. The six states $\pm x,\pm y,\pm z$ have the same first and second moments as the sphere, so their mean fidelity also equals $F$.

\subsection{Limits and the constraint on $T_2$}

For $t\ll T_1,T_2$, expansion of \eqref{eq:idle} gives
\begin{equation}
1-F\simeq\frac{t}{3T_2}+\frac{t}{6T_1}.
\label{eq:short}
\end{equation}
If there is no pure dephasing, $T_2=2T_1$ and the error is $t/(3T_1)$. For $t\to\infty$, $F\to1/2$ and $F_e\to1/4$, as found above for replacement by a fixed state.

The two times are not independent. Complete positivity requires the output of \eqref{eq:Fe} to be a positive matrix. Its block on $|00\rangle,|11\rangle$ has diagonal elements $P_{00}/2,P_{11}/2$ and off-diagonal elements $e_2/2$; the rest is diagonal and non-negative. The condition is therefore $e_2^2\le P_{00}P_{11}$. Multiplying out \eqref{eq:P},
\begin{equation}
P_{00}P_{11}=e_1+p(1-p)(1-e_1)^2 .
\end{equation}
If $T_2\le2T_1$, then $e_2^2\le e_1$ and the condition holds at all times. If $T_2>2T_1$, it fails at short times, where $e_2^2\simeq1-2t/T_2$ exceeds $P_{00}P_{11}\simeq1-t/T_1$. Such a pair of times therefore cannot describe exponential decay that starts at $t=0$, even though \eqref{eq:idle} still returns a number.

\section{A transmon waiting for its neighbour}

Consider a superconducting transmon that waits $t=1.0\ \mu$s, about the duration of a neighbour's readout. Rough typical values are $T_1=100\ \mu$s, $T_2=80\ \mu$s, a transition frequency of 5.0 GHz and an effective temperature of 50 mK. No refocusing pulse is applied, so $T_2$ is the free-decay time.

The decay factors are $e_1=e^{-0.0100}=0.990050$ and $e_2=e^{-0.0125}=0.987578$. Equations \eqref{eq:idleFe} and \eqref{eq:theorem} give
\begin{align}
F_e&=\frac{1+0.990050+2(0.987578)}4=0.99130,\\
F&=\frac{2(0.99130)+1}{3}=0.99420 .
\end{align}
The average error is 0.0058, of which $(1-e_2)/3=0.0041$ comes from the coherence term and $(1-e_1)/6=0.0017$ from the population term. This is not a division between dephasing and relaxation, since by \eqref{eq:T2} relaxation also contributes to $1/T_2$. The short-time estimate \eqref{eq:short} gives 0.00583, too large by 0.6\% of the error. At $t=100\ \mu$s the fidelity has fallen to 0.657, and the linear estimate no longer applies.

The average hides a spread. The equilibrium excited population is 0.0082, and the ground state keeps a fidelity of 0.99992. The equator states have 0.9938 and the excited state 0.9901. The excited state's error is thus 1.7 times the average. If an idle qubit is known to be in a particular pure state, its error should be taken from \eqref{eq:bloch}, not from $F$. That equation does not apply to a qubit entangled with others: for one half of a maximally entangled pair, the error is $1-F_e=0.0087$.

\subsection{Two idle qubits}

For independent qubits the trace in \eqref{eq:trace} factorizes, so entanglement fidelities multiply. Average fidelities do not. For two such transmons, in a cold bath and with the same $T_1$ and $T_2$,
\begin{equation}
F_e^{(2)}=0.99130^2=0.98268,\qquad
F^{(2)}=\frac{4(0.98268)+1}{5}=0.98614 .
\end{equation}
The square of the one-qubit value is 0.98844. That number is the average over product inputs, for which the fidelity factorizes; the Haar average for $d=4$ also includes entangled inputs. To first order in the errors, \eqref{eq:infid} makes the ratio of the two infidelities $(4/5)/(2/3)=6/5$. The numbers here give $0.0139/0.0116\simeq1.2$. When an error budget is assembled from separate qubits with independent errors, the safe order is to multiply their $F_e$ first and to convert once at the end. If population is lost, the survival probabilities $s$ must be multiplied as well, and their product enters \eqref{eq:theorem}. Successive errors on the same qubit are different: their maps must be composed before the trace is taken, because two coherent rotations, for example, can add up or cancel.

\subsection{What real devices change}

Equation \eqref{eq:idle} assumes an exactly known, constant qubit frequency. A detuning $\delta$ turns the Bloch vector about $z$ and replaces $e_2$ by $e_2\cos\delta t$, which adds
\begin{equation}
\Delta(1-F)=\frac{e_2}{3}(1-\cos\delta t)
\label{eq:detuning}
\end{equation}
to the error. For a frame error of 10 kHz, $\delta t=2\pi\times0.010=0.063$ and the addition is 0.00065, or 11\% of the original error. Now let a coupled neighbour shift the frequency by $\pm25$ kHz according to its state, with the frame set midway. The addition is then 0.0041, about 70\% of the original error. Both shifts are assumed round values. The term grows as $t^2$ at short times, whereas \eqref{eq:short} grows as $t$, so calibration matters more for longer waits within the short-time regime.

The exponential law for the coherence may also fail. Suppose that the pure dephasing comes from a frequency offset that is constant during each run and Gaussian distributed between runs, with variance $\sigma^2$. Averaging $\cos\delta t$ gives $e^{-\sigma^2t^2/2}=e^{-(t/T_g)^2}$ with $T_g=\sqrt2/\sigma$. The coherence factor is then $\exp[-t/(2T_1)-(t/T_g)^2]$. Keeping its $1/e$ time at 80 $\mu$s, with $T_1$ also fixed, requires $T_g=103\ \mu$s. The error after 1 $\mu$s drops from 0.0058 to 0.0034, because slow noise has hardly acted at short times. A measured $1/e$ time alone therefore does not fix the short-time error; the shape of the decay is needed.

Two further effects can be sized. If $T_1$ temporarily falls to 50 $\mu$s while $\gamma_\varphi$ stays fixed, \eqref{eq:T2} gives $T_2=57\ \mu$s and the error rises to 0.0091. Thermal excitation to the third level, for an anharmonicity of $-0.3$ GHz and ladder-type rates, removes a mean population of $1.1\times10^{-4}$ and raises the error by the same amount, about 2\% of it. The equality follows at first order. Loss from $|1\rangle$ at rate $\kappa$ changes $\rho$ by $-\tfrac12\kappa t(|1\rangle\langle1|\rho+\rho|1\rangle\langle1|)$. For a pure input, both the trace and the overlap with the input then fall by $\kappa t|\langle1|\psi\rangle|^2$.

For these parameters, then, thermal leakage is a small correction, while frequency shifts, the shape of the dephasing and drifts of $T_1$ can each change the error by 40\% or more. Leakage driven by control or readout pulses is not included in this estimate, and neither is any extra dephasing of the waiting qubit caused by its neighbour's readout. The value 0.9942 is the prediction of the exponential model. The 25 kHz neighbour shift, the slow noise and the drop in $T_1$ considered above each move it by 0.002 to 0.004, the 10 kHz frame error moves it by less than 0.001, and several together can change it more. The numerical output below lists the individual values.

\section*{Numbers as computed}
\begin{verbatim}
Random noisy gates: d, Fe, F direct, F from theorem
  2  0.733650  0.822433  0.822433
  3  0.713460  0.785095  0.785095
  4  0.660807  0.728646  0.728646
Exact d=2 twirl, largest deviation: 8.9e-16
Idle formula, largest deviation: 4.4e-16
T1 = 100 us, T2 = 80 us, idle time t = 1.0 us
Transition 5.0 GHz, anharmonicity -0.3 GHz
Effective temperature = 50 mK
Equilibrium excited population = 0.00817
exp(-t/T1) = 0.990050
exp(-t/T2) = 0.987578
Entanglement fidelity Fe = 0.991301
Average fidelity F = 0.994201
Average infidelity 1-F = 0.005799
  part from T2 term = 0.004141
  part from T1 term = 0.001658
Short-time estimate of 1-F = 0.005833
Twirled contraction q = 0.988402
Fidelity of ground state = 0.999919
Fidelity of excited state = 0.990131
Fidelity of equator states = 0.993789
Idle time (us), F:
      0.1  0.999417
      1.0  0.994201
     10.0  0.944972
    100.0  0.656815
   1000.0  0.500009
Two qubits: Fe = 0.982678, F = 0.986143
Square of one-qubit F = 0.988435
Neglected effects at the same idle time:
  10 kHz frame error adds to 1-F: 0.000650
  25 kHz neighbour shift adds: 0.004053
  Gaussian decay time for slow noise = 103.3 us
  1-F with slow noise instead = 0.003352
  T1 halved to 50 us gives T2 = 57.1 us
  1-F with halved T1 = 0.009083
  Mean leaked population = 1.08e-04
  Third level adds to 1-F: 1.08e-04
\end{verbatim}
